# Exponential Finite-Volume Fluxes for Elastic Electron Kinetics: Positivity and the Druyvesteyn Limit: a numerical check

```python
# RESULT UNDER TEST
# Exponential finite-volume fluxes for the elastic two-term energy equation
#   sqrt(e) dF/dt = -N dJ/de,   J = W F - D dF/de   (atomic units)
#   W = -sqrt(2) delta sigma e^2
#   D = sqrt(2) [ (E/N)^2 e/(3 sigma) + T delta sigma e^2 ]
# conserve electrons, keep F positive, and converge to the Druyvesteyn
# distribution F ~ exp(-e^2/(2 b)), b = (E/N)^2/(3 delta sigma^2), when
# sigma is constant and the gas is cold.
# e: electron energy, F: distribution with integral sqrt(e) F de = 1,
# N: gas density, E: field, sigma: cross section, T: gas temperature,
# delta = 2 m/M: energy-loss factor, m and M: electron and atom masses.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, expm
from scipy.special import gamma, gammaincc

rng = np.random.default_rng(12345)


def bernoulli(x):
    return x / np.expm1(x)


def build(edges, sigma, field, delta, temperature=0.0, central=False):
    """Centres, weights and matrix A of w dF/d(Nt) = A F, no end fluxes."""
    centres = 0.5 * (edges[1:] + edges[:-1])
    weights = (2 / 3) * np.diff(edges**1.5)
    e = edges[1:-1]
    drift = -np.sqrt(2) * delta * sigma * e**2
    diffusion = np.sqrt(2) * (field**2 * e / (3 * sigma)
                              + temperature * delta * sigma * e**2)
    h = np.diff(centres)
    z = drift * h / diffusion
    if central:
        up, down = diffusion / h * (1 + z / 2), diffusion / h * (1 - z / 2)
    else:
        up = diffusion / h * bernoulli(-z)
        down = diffusion / h * bernoulli(z)
    diagonal = np.zeros(len(centres))
    diagonal[:-1] -= up
    diagonal[1:] -= down
    matrix = np.diag(diagonal) + np.diag(up, -1) + np.diag(down, 1)
    return centres, weights, matrix


def steady(weights, matrix):
    """Null vector by a linear solve, with sum(w F) = 1."""
    system = matrix / np.abs(matrix).max()
    system[0] = weights / weights.max()
    right = np.zeros(len(weights))
    right[0] = 1 / weights.max()
    return np.linalg.solve(system, right)


def decay_rates(weights, matrix):
    off = np.sqrt(np.diag(matrix, 1) * np.diag(matrix, -1)
                  / (weights[1:] * weights[:-1]))
    return -eigh_tridiagonal(np.diag(matrix) / weights, off,
                             eigvals_only=True)[::-1]


# Flux formula: integrate the ODE with the predicted constant flux.
W0, D0, h0, left0, right0 = -1.9, 0.7, 0.6, 1.3, 0.4
z0 = W0 * h0 / D0
J0 = D0 / h0 * (bernoulli(-z0) * left0 - bernoulli(z0) * right0)
path = solve_ivp(lambda x, f: (W0 * f - J0) / D0, (0, h0), [left0],
                 rtol=1e-11, atol=1e-13)
assert abs(path.y[0, -1] - right0) < 1e-8

# Model parameters in atomic units.
sigma, mass_ratio, field, density = 20.0, 70000.0, 0.02, 1e-8
delta = 2 / mass_ratio
b = field**2 / (3 * delta * sigma**2)
scale = np.sqrt(b)
top = 8 * scale
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
townsend = hartree_ev * bohr**2 / 1e-21

print(f"cross section = {sigma:.1f} bohr^2")
print(f"atom/electron mass ratio = {mass_ratio:.0f}")
print(f"reduced field E/N = {field:.3f} a.u. = {field*townsend:.4f} Td")
print(f"gas density = {density:.1e} bohr^-3 = {density/bohr**3:.4e} m^-3")
print(f"energy-loss factor delta = {delta:.5e}")
print(f"Druyvesteyn parameter b = {b:.6e} hartree^2")
print(f"energy scale sqrt(b) = {scale:.6f} hartree")
print(f"upper grid energy = {top:.6f} hartree")

# Reference moments by quadrature in x = e/sqrt(b), with x = y^2.
def moment(power):
    return quad(lambda y: 2 * y**(2 * power + 1) * np.exp(-y**4 / 2),
                0, 4, epsabs=1e-13, epsrel=1e-12)[0]


norm = moment(0.5)
mean_exact = scale * moment(1.5) / norm
inverse_mean = moment(-0.5) / norm / scale
assert abs(mean_exact / (np.sqrt(2 * b) * gamma(1.25) / gamma(0.75)) - 1) < 1e-9
assert abs(inverse_mean * np.sqrt(2 * b) * gamma(0.75) / gamma(0.25) - 1) < 1e-9
print(f"Druyvesteyn mean energy = {mean_exact:.8f} hartree"
      f" = {mean_exact*hartree_ev:.5f} eV")
print(f"Druyvesteyn mean of 1/energy = {inverse_mean:.6f} hartree^-1")

# Positivity for rough cross sections and very different time steps.
smallest = np.inf
rough_edges = np.linspace(0, top, 25)
for trial in range(20):
    rough = sigma * rng.uniform(0.3, 3.0, 23)
    _, w, A = build(rough_edges, rough, field, delta)
    assert np.max(np.abs(A.sum(axis=0))) < 1e-12 * np.abs(A).max()
    fastest = np.max(-np.diag(A) / w)
    for factor in (0.01, 1.0, 1e4):
        inverse = np.linalg.inv(np.diag(w) - factor / fastest * A)
        smallest = min(smallest, inverse.min())
assert smallest > 0
print(f"smallest inverse element, rough sigma = {smallest:.3e} hartree^-1.5")

# Coarse grid: exponential fluxes against central fluxes.
coarse = np.linspace(0, top, 11)
c, w, A = build(coarse, sigma, field, delta)
F = steady(w, A)
coarse_error = np.max(np.abs(F / F[0] - np.exp(-(c**2 - c[0]**2) / (2 * b))))
_, _, A_central = build(coarse, sigma, field, delta, central=True)
F_central = steady(w, A_central)
central_min = F_central.min() / F_central.max()
assert coarse_error < 1e-10 and F.min() > 0 and central_min < -1e-5
z_top = coarse[-2] * (coarse[1] - coarse[0]) / b
print(f"10 cells: largest |z| = {z_top:.3f} (dimensionless)")
print(f"10 cells: exponential nodal-ratio error = {coarse_error:.1e}")
print(f"10 cells: central minimum/peak = {central_min:.3e}")

# Mean-energy convergence with its derived leading coefficient.
gaps = []
for cells in (40, 80, 160, 320, 640):
    edges = np.linspace(0, top, cells + 1)
    c, w, A = build(edges, sigma, field, delta)
    F = steady(w, A)
    assert np.max(np.abs(F / F[0] - np.exp(-(c**2 - c[0]**2) / (2 * b)))) < 1e-8
    mean = np.sum(w * c * F)
    error = mean - mean_exact
    leading = -(top / cells)**2 / 48 * inverse_mean
    gaps.append(abs(error / leading - 1))
    print(f"{cells} cells: mean = {mean:.8f}, error = {error:.4e},"
          f" leading = {leading:.4e} hartree")
assert gaps[-1] < 0.07
assert all(1.3 < gaps[k] / gaps[k + 1] < 1.55 for k in (2, 3))
print(f"relative gap to leading error, 640 cells = {gaps[-1]:.4f}")

# Quadratically stretched grid: predicted error of ln F.
stretch_cells = 80
edges = top * np.linspace(0, 1, stretch_cells + 1)**2
c, w, A = build(edges, sigma, field, delta)
F = steady(w, A)
use = c < 4 * scale
log_error = np.log(F[use] / F[0]) + (c[use]**2 - c[0]**2) / (2 * b)
log_predicted = top * (c[use] - c[0]) / (2 * stretch_cells**2 * b)
assert np.max(np.abs(log_error - log_predicted)) < 1e-7
print(f"stretched grid, 80 cells: max error of ln F = {log_error.max():.5e}"
      " below 4 sqrt(b)")

# Zero field: Maxwellian on the same stretched grid.
warm = 0.05
c, w, A = build(edges, sigma, 0.0, delta, warm)
F = steady(w, A)
assert np.max(np.abs(F / F[0] - np.exp(-(c - c[0]) / warm))) < 1e-8

# Warm gas in a field: Davydov distribution from direct quadrature.
temperature = 0.001
davydov_errors = []
for cells in (80, 160):
    c, w, A = build(np.linspace(0, top, cells + 1), sigma, field, delta,
                    temperature)
    F = steady(w, A)
    use = np.flatnonzero(c < 4 * scale)
    reference = np.array([-quad(lambda e: e / (b + temperature * e),
                                c[0], c[i], epsabs=1e-12)[0] for i in use])
    davydov_errors.append(np.max(np.abs(np.log(F[use] / F[0]) - reference)))
davydov_order = np.log2(davydov_errors[0] / davydov_errors[1])
assert abs(davydov_order - 2) < 0.06
print(f"Davydov test gas temperature = {temperature:.4f} hartree")
print(f"Davydov max ln F error, 80 and 160 cells = {davydov_errors[0]:.4e},"
      f" {davydov_errors[1]:.4e}")
print(f"Davydov observed order = {davydov_order:.4f}")

# Slowest relaxation rate and its grid dependence.
rates = {}
for cells in (80, 160, 320):
    c, w, A = build(np.linspace(0, top, cells + 1), sigma, field, delta)
    spectrum = decay_rates(w, A)
    assert abs(spectrum[0]) < 1e-7 * spectrum[1] and spectrum[1] > 0
    rates[cells] = spectrum[1]
    microseconds = time_unit / (density * spectrum[1]) * 1e6
    print(f"{cells} cells: slowest relaxation time = {microseconds:.5f} us")
assert abs(rates[320] / rates[160] - 1) < 0.005

# Backward Euler from a single occupied cell: positivity and contraction.
cells = 160
c, w, A = build(np.linspace(0, top, cells + 1), sigma, field, delta)
F_star = steady(w, A)
F_star = F_star[0] * np.exp(-(c**2 - c[0]**2) / (2 * b))
F_star /= np.sum(w * F_star)
rate = rates[cells]
step = 0.5 / rate
F = np.zeros(cells)
F[60] = 1 / w[60]


def distance(f):
    return np.sqrt(np.sum(w * (f - F_star)**2 / F_star))


previous = distance(F)
bound = 1 / (1 + rate * step)
for k in range(25):
    F = np.linalg.solve(np.diag(w) - step * A, w * F)
    current = distance(F)
    assert F.min() > 0 and abs(np.sum(w * F) - 1) < 1e-9
    assert current / previous < bound * (1 + 1e-5)
    contraction, previous = current / previous, current
assert abs(contraction / bound - 1) < 1e-3
F_exact = np.exp(-c**2 / (2 * b)) / (norm * scale**1.5)
l1 = np.sum(w * np.abs(F - F_exact))
assert l1 < 1e-3
print(f"initial beam energy, 160 cells = {c[60]:.6f} hartree")
print(f"backward-Euler step = {time_unit*step/density*1e6:.5f} us, 25 steps")
print(f"last contraction factor = {contraction:.6f}, bound = {bound:.6f}")
print(f"final L1 distance to Druyvesteyn = {l1:.4e}")

# Explicit step limit, crossed deliberately in the most restrictive cell.
worst = np.argmax(-np.diag(A) / w)
limit = w[worst] / -A[worst, worst]
point = np.zeros(cells)
point[worst] = 1
assert (point + 0.99 * limit * (A @ point) / w).min() >= 0
assert (point + 1.01 * limit * (A @ point) / w).min() < 0
print(f"explicit Euler step limit, 160 cells = "
      f"{time_unit*limit/density*1e9:.5f} ns")

# Kinetic Monte Carlo: cold atoms, isotropic centre-of-mass scattering.
# Here N sigma = 1 and field force = 1, all in atomic units.
heavy, particles = 400.0, 12000
b_mc = heavy / 6
scale_mc = np.sqrt(b_mc)
edges = np.linspace(0, 8 * scale_mc, 161)
c, w, A = build(edges, 1.0, 1.0, 2 / heavy)
speed_cap = np.sqrt(12 * scale_mc)


def directions(count):
    cosine = rng.uniform(-1, 1, count)
    angle = rng.uniform(0, 2 * np.pi, count)
    sine = np.sqrt(1 - cosine**2)
    return np.column_stack((sine * np.cos(angle), sine * np.sin(angle), cosine))


def advance(velocity, duration):
    remaining = np.full(particles, duration)
    while np.any(remaining > 0):
        flight = rng.exponential(1 / speed_cap, particles)
        event = flight < remaining
        flight = np.minimum(flight, remaining)
        velocity[:, 2] += flight
        remaining -= flight
        speed = np.sqrt(np.einsum("ij,ij->i", velocity, velocity))
        hit = np.flatnonzero(event & (rng.random(particles) * speed_cap < speed))
        velocity[hit] = (velocity[hit] + heavy * speed[hit, None]
                         * directions(len(hit))) / (1 + heavy)


velocity = np.sqrt(2 * c[60]) * directions(particles)
early = 20.0
advance(velocity, early)
mc_early = 0.5 * np.mean(np.sum(velocity**2, axis=1))
start = np.zeros(160)
start[60] = 1.0
population = expm(early * A / w[None, :]) @ start
fv_early = np.sum(c * population)
assert abs(mc_early / fv_early - 1) < 0.03
advance(velocity, 180.0)
samples = []
for snapshot in range(4):
    advance(velocity, 40.0)
    samples.append(0.5 * np.sum(velocity**2, axis=1))
samples = np.concatenate(samples)
mc_mean = samples.mean()
mc_tail = np.mean(samples > 2 * scale_mc)
exact_mean_mc = scale_mc * mean_exact / scale
exact_tail = gammaincc(0.75, 2.0)
maxwell_tail = gammaincc(1.5, 2 * scale_mc / (2 * exact_mean_mc / 3))
assert abs(mc_mean / exact_mean_mc - 1) < 0.03
assert abs(mc_tail / exact_tail - 1) < 0.10
assert abs(mc_tail / maxwell_tail - 1) > 0.15
print(f"Monte Carlo mass ratio = {heavy:.0f}, electrons = {particles}")
print(f"Monte Carlo start energy = {c[60]:.4f} hartree")
print(f"mean at time {early:.0f} a.u.: Monte Carlo = {mc_early:.4f},"
      f" finite volume = {fv_early:.4f} hartree")
print(f"steady mean: Monte Carlo = {mc_mean:.4f},"
      f" Druyvesteyn = {exact_mean_mc:.4f} hartree")
print(f"fraction above 2 sqrt(b): Monte Carlo = {mc_tail:.4f},"
      f" Druyvesteyn = {exact_tail:.4f}")
print(f"same fraction, Maxwellian of equal mean = {maxwell_tail:.4f}")
print("success")
```

It prints:

```
cross section = 20.0 bohr^2
atom/electron mass ratio = 70000
reduced field E/N = 0.020 a.u. = 1.5240 Td
gas density = 1.0e-08 bohr^-3 = 6.7483e+22 m^-3
energy-loss factor delta = 2.85714e-05
Druyvesteyn parameter b = 1.166667e-02 hartree^2
energy scale sqrt(b) = 0.108012 hartree
upper grid energy = 0.864099 hartree
Druyvesteyn mean energy = 0.11298627 hartree = 3.07451 eV
Druyvesteyn mean of 1/energy = 19.369075 hartree^-1
smallest inverse element, rough sigma = 8.822e-110 hartree^-1.5
10 cells: largest |z| = 5.760 (dimensionless)
10 cells: exponential nodal-ratio error = 1.1e-16
10 cells: central minimum/peak = -2.834e-04
40 cells: mean = 0.11282809, error = -1.5819e-04, leading = -1.8831e-04 hartree
80 cells: mean = 0.11294466, error = -4.1615e-05, leading = -4.7078e-05 hartree
160 cells: mean = 0.11297548, error = -1.0790e-05, leading = -1.1769e-05 hartree
320 cells: mean = 0.11298350, error = -2.7678e-06, leading = -2.9424e-06 hartree
640 cells: mean = 0.11298557, error = -7.0461e-07, leading = -7.3559e-07 hartree
relative gap to leading error, 640 cells = 0.0421
stretched grid, 80 cells: max error of ln F = 2.49375e-03 below 4 sqrt(b)
Davydov test gas temperature = 0.0010 hartree
Davydov max ln F error, 80 and 160 cells = 2.8496e-05, 7.2154e-06
Davydov observed order = 1.9816
80 cells: slowest relaxation time = 3.86792 us
160 cells: slowest relaxation time = 3.85829 us
320 cells: slowest relaxation time = 3.85589 us
initial beam energy, 160 cells = 0.326737 hartree
backward-Euler step = 1.92915 us, 25 steps
last contraction factor = 0.666667, bound = 0.666667
final L1 distance to Druyvesteyn = 1.1690e-04
explicit Euler step limit, 160 cells = 3.99684 ns
Monte Carlo mass ratio = 400, electrons = 12000
Monte Carlo start energy = 24.6990 hartree
mean at time 20 a.u.: Monte Carlo = 14.9105, finite volume = 14.8566 hartree
steady mean: Monte Carlo = 8.5676, Druyvesteyn = 8.5410 hartree
fraction above 2 sqrt(b): Monte Carlo = 0.0885, Druyvesteyn = 0.0851
same fraction, Maxwellian of equal mean = 0.1252
success
```
